# The ALDA Exchange Kernel and the Compressibility Sum Rule

Suppose one computes how an electron gas responds to a weak, slowly varying potential, but lets the electrons move independently in the electrostatic field. For a gas with one electron per sphere of radius 2 bohr, the density then changes, in the long-wavelength limit, by 0.0972 in magnitude per unit of the total electrostatic potential, applied plus induced (in atomic units). The energy of the same gas, differentiated twice with respect to volume, demands 0.1508. The two calculations describe one physical property, the resistance of the gas to compression, and they disagree by about 36% of the larger value. What is missing is the change of the exchange-correlation potential caused by the change of density. The adiabatic local density approximation (ALDA) supplies it, and with it the disagreement disappears.

The system is a uniform, spin-unpolarized electron gas at zero temperature, neutralized by a rigid uniform background. Hartree atomic units are used. Let $n$ be the density and $e(n)$ the energy per volume without the classical electrostatic energy:

$$
e(n)=t_s(n)+e_x(n)+e_c(n)\equiv t_s(n)+e_{xc}(n).
$$

Here $t_s$ is the kinetic energy of noninteracting electrons, $e_x$ the exchange energy and $e_c$ the correlation energy, each per volume.

The local density approximation (LDA) assigns to a nonuniform density the energy $E_{xc}=\int e_{xc}(n(\mathbf r))\,d^3r$. A small change $\delta n$ alters it by $\int e_{xc}'(n)\,\delta n\,d^3r$, so the potential is $v_{xc}=e_{xc}'(n)$. For a time-dependent density, ALDA inserts the instantaneous local density into this ground-state potential. To first order,

$$
\delta v_{xc}(\mathbf r,t)=e_{xc}''(n)\,\delta n(\mathbf r,t).
$$

The kernel is the factor that turns a density change into a potential change. It acts here at the same point and the same instant, so for a uniform gas its Fourier transform depends on neither wave vector $q$ nor frequency $\omega$:

$$
f_{xc}=\frac{d^2e_{xc}}{dn^2}=f_x+f_c .
$$

To find $f_x$ we need $e_x(n)$. Each plane-wave state with $k<k_F$ holds two electrons, hence

$$
n=2\,\frac{1}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2},
\qquad
\frac{dk_F}{dn}=\frac{\pi^2}{k_F^2}.
$$

The density matrix of one spin, at separation $u$, is the Fourier transform of the filled sphere. The angular integral of $e^{i\mathbf k\cdot\mathbf u}$ is $4\pi\sin(ku)/(ku)$, so

$$
\rho_\sigma(u)=\frac{1}{2\pi^2u}\int_0^{k_F}k\sin(ku)\,dk
=\frac{\sin x-x\cos x}{2\pi^2u^3}
=\frac n2\,\frac{3j_1(x)}{x},
$$

with $x=k_Fu$ and $j_1(x)=(\sin x-x\cos x)/x^2$. The last form uses $n/2=k_F^3/(6\pi^2)$.

In a Slater determinant, the density of pairs with equal spin is $(n/2)^2-\rho_\sigma^2$. The subtracted part is the effect of antisymmetry. Its Coulomb energy, with a factor $1/2$ against double counting of pairs and a factor 2 for the two spins, is the exchange energy:

$$
e_x=-\frac12\cdot2\int\frac{\rho_\sigma(u)^2}{u}\,d^3u
=-\frac{n^2}{4}\int_0^\infty4\pi u\,\frac{9j_1(x)^2}{x^2}\,du
=-\frac{9\pi n^2}{k_F^2}\int_0^\infty\frac{j_1(x)^2}{x}\,dx .
$$

The last step used $u\,du=x\,dx/k_F^2$. The integral follows from a total derivative. With $j_0=\sin x/x$, direct differentiation gives $j_0'=-j_1$ and $j_1'=j_0-2j_1/x$. Therefore

$$
\frac{d}{dx}\left(j_0^2+j_1^2\right)=-2j_0j_1+2j_1j_0-\frac{4j_1^2}{x}=-\frac{4j_1^2}{x}.
$$

At infinity $j_0$ and $j_1$ vanish; at the origin $j_0=1$ and $j_1=0$. The integral is thus $1/4$. With $n^2=k_F^6/(9\pi^4)$,

$$
e_x=-\frac{9\pi}{4k_F^2}\,\frac{k_F^6}{9\pi^4}=-\frac{k_F^4}{4\pi^3}.
$$

Two applications of the chain rule now give the exchange potential and the exchange kernel:

$$
v_x=\frac{de_x}{dk_F}\frac{dk_F}{dn}
=-\frac{k_F^3}{\pi^3}\,\frac{\pi^2}{k_F^2}=-\frac{k_F}{\pi},
$$

$$
\boxed{\,f_x=\frac{dv_x}{dk_F}\frac{dk_F}{dn}
=-\frac1\pi\,\frac{\pi^2}{k_F^2}=-\frac{\pi}{k_F^2}\,}
$$

The negative sign means that extra density deepens the exchange potential where it gathers, which attracts still more density. Exchange therefore softens the gas. The kernel grows in magnitude as the gas becomes dilute, in proportion to $n^{-2/3}$.

The other side of the sum rule is thermodynamic. Let $N$ electrons occupy a volume $V$, with $E=V\,e(N/V)$. The electrostatic energy is left out, as it is in $e$. At fixed $N$,

$$
P=-\frac{dE}{dV}=-e+V\,e'(n)\,\frac{N}{V^2}=n\,e'(n)-e(n),
\qquad \frac{dP}{dn}=n\,e''(n).
$$

The compressibility is $\kappa=-(1/V)\,dV/dP$. Because $dn/dV=-n/V$,

$$
\frac1\kappa=-V\frac{dP}{dV}=n\frac{dP}{dn}=n^2e''(n).
$$

The quantity $1/\kappa$ is the bulk modulus. With the chemical potential $\mu=e'(n)$, the same relation reads $n^2\kappa=dn/d\mu$.

To connect $\kappa$ with a response, apply a static external potential $v_{\rm ext}$ that varies very slowly in space. The induced density produces a Hartree potential $v_H$; the background cancels the uniform part. Call the sum $w=v_{\rm ext}+v_H$. We assume that for sufficiently slow variation the energy apart from electrostatics is $\int e(n(\mathbf r))\,d^3r$, with gradient corrections that vanish as $q\to0$. Making the total energy stationary at fixed electron number, with Lagrange multiplier $\mu_0$, gives

$$
\mu(n(\mathbf r))+w(\mathbf r)=\mu_0 .
$$

For small changes about the uniform density, the component at a nonzero wave vector obeys $(d\mu/dn)\,\delta n_q+w_q=0$. Define the proper response $\tilde\chi$ by $\delta n_q=\tilde\chi\,w_q$. Then

$$
\lim_{q\to0}\tilde\chi(q,\omega=0)=-\frac{dn}{d\mu}=-n^2\kappa .
$$

This is the compressibility sum rule. The frequency is set to zero first, so that the gas has time to reach equilibrium, and only then does $q$ go to zero.

The rule concerns the response to $w$, not to $v_{\rm ext}$ alone. Poisson's equation gives $v_{H,q}=(4\pi/q^2)\,\delta n_q$. If $\delta n_q=\chi\,v_{{\rm ext},q}$, substitution into $\delta n_q=\tilde\chi(v_{{\rm ext},q}+v_{H,q})$ yields

$$
\frac1\chi=\frac1{\tilde\chi}-\frac{4\pi}{q^2}.
$$

At small $q$ the second term dominates and $\chi\approx-q^2/(4\pi)$, whatever the compressibility. Electrostatic screening hides $\kappa$ in $\chi$ at leading order; $\tilde\chi$ displays it.

It remains to calculate $\tilde\chi$ from the Kohn–Sham equations with the ALDA kernel. The Kohn–Sham electrons respond as independent particles to the total change of their potential, $w_q+f_{xc}\,\delta n_q$. If $\chi_0$ is the response of independent electrons,

$$
\delta n_q=\chi_0\left(w_q+f_{xc}\,\delta n_q\right),
\qquad
\tilde\chi=\frac{\chi_0}{1-f_{xc}\chi_0},
\qquad
\frac1{\tilde\chi}=\frac1{\chi_0}-f_{xc}.
$$

The static $\chi_0$ follows from first-order perturbation theory. Let the potential be $v_qe^{i\mathbf q\cdot\mathbf r}$ plus its complex conjugate, and let $\varepsilon_{\mathbf k}=k^2/2$. The first term mixes the state $\mathbf k+\mathbf q$ into the plane wave $\mathbf k$ with coefficient $v_q/(\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q})$; the conjugate term does the same with $\mathbf k-\mathbf q$ and $v_q^*$. The part of the squared orbital proportional to $e^{i\mathbf q\cdot\mathbf r}$ is

$$
\frac{v_q}{V}\left[\frac1{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}}
+\frac1{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k-\mathbf q}}\right].
$$

After summation over the filled sphere the two terms are equal, because $\mathbf k\to-\mathbf k$ exchanges them. Spin gives another factor 2. With $\mathbf q$ along $z$, the energy difference is $-q(k_z+q/2)$, so

$$
\chi_0(q)=-\frac{4}{(2\pi)^3q}\;\mathrm P\!\!\int_{k<k_F}\frac{d^3k}{k_z+q/2}.
$$

The symbol P denotes the principal value. It is justified because reflection about the plane $k_z=-q/2$ reverses the sign of the denominator, and contributions from occupied states on both sides cancel. At fixed $k_z$ the transverse momenta fill a disc of area $\pi(k_F^2-k_z^2)$. With $a=q/2$,

$$
\chi_0=-\frac1{4\pi^2a}\;\mathrm P\!\!\int_{-k_F}^{k_F}\frac{k_F^2-k_z^2}{k_z+a}\,dk_z .
$$

Write the numerator as $(k_F^2-a^2)-(k_z-a)(k_z+a)$. The second part, divided by $k_z+a$, integrates to $2ak_F$; the first gives a logarithm. Hence

$$
\chi_0=-\frac1{4\pi^2a}\left[2ak_F+(k_F^2-a^2)\ln\left|\frac{k_F+a}{k_F-a}\right|\right].
$$

Setting $y=a/k_F=q/(2k_F)$ gives the static Lindhard function,

$$
\chi_0(q)=-\frac{k_F}{\pi^2}\left[\frac12+\frac{1-y^2}{4y}\ln\left|\frac{1+y}{1-y}\right|\right].
$$

For small $y$ the logarithm is $2y+2y^3/3+\dots$, and the bracket becomes

$$
\frac12+(1-y^2)\left(\frac12+\frac{y^2}{6}\right)+\dots
=1-\frac{y^2}{3}+\dots=1-\frac{q^2}{12k_F^2}+\dots
$$

Thus $\chi_0(q\to0)=-k_F/\pi^2$.

This limit is itself the compressibility response of the noninteracting gas. Its kinetic energy per volume is

$$
t_s=\frac{2}{(2\pi)^3}\int_0^{k_F}\frac{k^2}{2}\,4\pi k^2\,dk=\frac{k_F^5}{10\pi^2}.
$$

Differentiation gives

$$
\frac{dt_s}{dn}=\frac{k_F^4}{2\pi^2}\,\frac{\pi^2}{k_F^2}=\frac{k_F^2}{2},
\qquad
\frac{d^2t_s}{dn^2}=k_F\,\frac{\pi^2}{k_F^2}=\frac{\pi^2}{k_F}.
$$

So $-1/\chi_0(0)=t_s''$. Inserting this and the ALDA kernel into the equation for $1/\tilde\chi$,

$$
\boxed{\,-\frac1{\tilde\chi(0)}
=\frac{\pi^2}{k_F}+f_{xc}
=\frac{d^2t_s}{dn^2}+\frac{d^2e_{xc}}{dn^2}
=\frac{d^2e}{dn^2}
=\frac1{n^2\kappa}\,}
$$

This is the sum rule. The full kernel satisfies it because the noninteracting response supplies the curvature of the kinetic energy, and the kernel supplies the curvature of everything else in $e(n)$.

The proof did not need the form of $e_c$. It needed the same $e_{xc}$ in the kernel and in the energy. If $e_{xc}$ is the true function of the uniform gas, the compressibility is the true one. If it is a parametrization, the rule still holds between kernel and energy, but $\kappa$ inherits the error of the parametrization. An exchange-only kernel reproduces the compressibility of $t_s+e_x$ and misses that of the full gas.

The argument can also be read backwards. The static long-wavelength limit of the true kernel must equal $e_{xc}''$ if the true gas is to obey the sum rule. ALDA takes this single number and uses it at every $q$ and $\omega$. The sum rule gives no support for that extension: it tests neither finite wave vectors nor the limit $q\to0$ at fixed nonzero frequency.

Dividing by the noninteracting value $1/(n^2\kappa_0)=\pi^2/k_F$ measures the softening:

$$
\frac{\kappa_0}{\kappa}=1+\frac{k_F}{\pi^2}f_{xc}
=1-\frac1{\pi k_F}+\frac{k_F}{\pi^2}f_c .
$$

The exchange term fades as the density rises, because the kinetic contribution to the stiffness then outweighs it.

For numbers, let $r_s$ be the radius of a sphere containing one electron. From $n=3/(4\pi r_s^3)$ we get $k_F=(9\pi/4)^{1/3}/r_s$. The correlation energy per electron, $\varepsilon_c=e_c/n$, is taken from the Perdew–Wang parametrization for the unpolarized gas:

$$
\varepsilon_c=-2A(1+\alpha_1r_s)\ln\left[1+\frac1{2A\,S(r_s)}\right],
$$

$$
S(r_s)=\beta_1r_s^{1/2}+\beta_2r_s+\beta_3r_s^{3/2}+\beta_4r_s^2 .
$$

The parameters are $A=0.0310907$, $\alpha_1=0.21370$, $\beta_1=7.5957$, $\beta_2=3.5876$, $\beta_3=1.6382$ and $\beta_4=0.49294$. Since $dr_s/dn=-r_s/(3n)$, the correlation potential is $v_c=d(n\varepsilon_c)/dn=\varepsilon_c-(r_s/3)\varepsilon_c'$, where primes on $\varepsilon_c$ denote derivatives with respect to $r_s$. One more derivative gives

$$
f_c=-\frac{r_s}{3n}\left(\frac23\varepsilon_c'-\frac{r_s}{3}\varepsilon_c''\right)
=\frac{r_s}{9n}\left(r_s\varepsilon_c''-2\varepsilon_c'\right).
$$

At $r_s=2$ bohr, $n=0.029842$ bohr$^{-3}$ and $k_F=0.95958$ bohr$^{-1}$. The exchange kernel is

$$
f_x=-\frac{3.14159}{(0.95958)^2}=-3.412\ \text{Ha bohr}^3 .
$$

The parametrization gives $f_c=-0.242$ Ha bohr$^3$, about 7% of $f_x$. The kinetic contribution is $\pi^2/k_F=10.285$ Ha bohr$^3$. Together,

$$
\frac{d^2e}{dn^2}=10.285-3.412-0.242=6.631\ \text{Ha bohr}^3 .
$$

Multiplication by $n^2=8.905\times10^{-4}$ bohr$^{-6}$ gives the bulk modulus,

$$
\frac1\kappa=8.905\times10^{-4}\times6.631=0.005905\ \text{Ha bohr}^{-3},
$$

or about 174 GPa, and $\kappa=169.3$ bohr$^3$/Ha. This is a property of the model gas without its electrostatic energy, not the bulk modulus of a solid. The last digits depend on the parametrization. With the Vosko–Wilk–Nusair, Perdew–Zunger or Chachiyo forms, $f_c$ at $r_s=2$ lies between $-0.235$ and $-0.246$, $d^2e/dn^2$ between 6.628 and 6.638, and $1/\kappa$ between 0.005902 and 0.005911; $\kappa_0/\kappa$ at $r_s=4$ in the table below lies between 0.254 and 0.260. The sum rule predicts $\tilde\chi(0)=-1/6.631=-0.1508$ in units of 1/(Ha bohr$^3$).

How the balance changes with density is seen by repeating the calculation:

| $r_s$ (bohr) | $f_x$ (Ha bohr$^3$) | $f_c$ (Ha bohr$^3$) | $\kappa_0/\kappa$ |
|---|---|---|---|
| 1 | −0.853 | −0.034 | 0.828 |
| 2 | −3.412 | −0.242 | 0.645 |
| 4 | −13.647 | −1.663 | 0.256 |

Within the LDA, the sum rule can be tested without inserting any kernel. Such a test confirms that response and energy of the same functional agree; it does not probe the true gas. In the numerical check, a cosine potential of amplitude 0.0001 Ha plays the part of $w$. The Kohn–Sham equations are solved by diagonalization, and the full nonlinear LDA potential is iterated to self-consistency. The ratio of the density amplitude to the potential amplitude is then $\tilde\chi(q)$. It comes out as $-0.147675$ at $q=0.4k_F$ and $-0.150016$ at $q=0.2k_F$; a finer mesh of wave vectors moves the last digit by one unit.

Because $\chi_0$ starts with a correction in $q^2$ and $f_{xc}$ is constant, $\tilde\chi$ also starts with a correction in $q^2$. The combination that removes it is

$$
\tilde\chi(0)\approx\frac{4\tilde\chi(0.2k_F)-\tilde\chi(0.4k_F)}3
=\frac{-0.600064+0.147675}{3}=-0.1508 .
$$

This agrees with $-n^2\kappa$ obtained separately from the energy–volume curve. With the exchange potential alone the extrapolated response is $-0.1455$, about 3.5% too small in magnitude for the full gas, but equal within the test tolerance of 0.1% to the value required by $t_s+e_x$. With no exchange-correlation potential it is $-0.0972$, the value that opened this discussion.

As the density falls, the softening eventually cancels the kinetic stiffness. With exchange alone, $1/\kappa$ vanishes when $k_F=1/\pi$, that is at

$$
r_s=\pi\left(\frac{9\pi}{4}\right)^{1/3}=6.03\ \text{bohr}.
$$

Correlation, in this parametrization, moves the zero to $r_s=5.25$ bohr; the other parametrizations named above place it between 5.24 and 5.28 bohr. Just beyond it $e''(n)$ is negative, and so is $\kappa$. The proper response $\tilde\chi$ diverges at the zero and is positive just beyond it: the density then gathers where $w$ is high.

This does not make the gas with its rigid background unstable against long-wavelength density changes. In $1/\chi=1/\tilde\chi-4\pi/q^2$ the first term stays finite as $q\to0$, while the second tends to minus infinity. The response to the external potential therefore remains negative at sufficiently small $q$. At long wavelengths, the electrostatic cost of separating electrons from the background prevents the collapse that a negative compressibility would bring about in a neutral fluid. The argument does not cover finite wave vectors, where $4\pi/q^2$ is no longer dominant. With the ALDA kernel, $1/\chi$ reaches zero near $q\approx2.2k_F$ at $r_s\approx30$ bohr, and beyond that density the model is unstable against a density wave. This is a property of the constant kernel used far from $q=0$, where the sum rule does not support it.

## Calculated quantities

```
Uniform gas; energies in Ha, lengths in bohr, kernels in Ha bohr^3
PW92 parameters A, alpha1: 0.0310907 0.2137
PW92 parameters beta1..beta4: 7.5957 3.5876 1.6382 0.49294
rs | kF | f_x | f_c | f_xc | pi^2/kF | kappa0/kappa
1 | 1.91916 | -0.85296 | -0.03397 | -0.88693 | 5.14267 | 0.82754
2 | 0.95958 | -3.41184 | -0.24205 | -3.65389 | 10.28535 | 0.64475
4 | 0.47979 | -13.64735 | -1.66296 | -15.31030 | 20.57069 | 0.25572
Worked example rs = 2.0 bohr
density n = 0.029842 bohr^-3
exchange energy per volume, hole quadrature = -0.0068361 Ha/bohr^3
exchange energy per volume, -kF^4/(4 pi^3) = -0.0068362 Ha/bohr^3
exchange potential -kF/pi = -0.30544 Ha
f_x from hole energies = -3.41182 Ha bohr^3
correlation energy per electron = -0.044759 Ha
d2e/dn2 = pi^2/kF + f_xc = 6.63146 Ha bohr^3
bulk modulus 1/kappa from E(V) = 0.0059054 Ha/bohr^3
bulk modulus 1/kappa = 173.74 GPa
compressibility kappa = 169.336 bohr^3/Ha
-n^2 kappa from E(V) = -0.150796 1/(Ha bohr^3)
Modulated gas, responses in 1/(Ha bohr^3); amplitude 0.0001 Ha
no xc, q = 0.4 kF: computed -0.095919, kernel formula -0.095919
no xc, q = 0.2 kF: computed -0.096901, kernel formula -0.096901
no xc, extrapolated to q = 0: -0.097228
exchange only, q = 0.4 kF: computed -0.142578, kernel formula -0.142579
exchange only, q = 0.2 kF: computed -0.144760, kernel formula -0.144760
exchange only, extrapolated to q = 0: -0.145487
full LDA, q = 0.4 kF: computed -0.147675, kernel formula -0.147676
full LDA, q = 0.2 kF: computed -0.150016, kernel formula -0.150017
full LDA, extrapolated to q = 0: -0.150797
noninteracting limit -kF/pi^2 = -0.097226 1/(Ha bohr^3)
exchange-only limit from energy = -0.145486 1/(Ha bohr^3)
f_xc extracted from the two limits = -3.6536 Ha bohr^3
1/kappa = 0, exchange only: rs = 6.0292 bohr
1/kappa = 0, exchange and correlation: rs = 5.2495 bohr
```
